Lead self-energies and band distortion in a non-orthogonal basis

**1. Two overlapping functions**

Take two real, normalized basis functions with overlap s, the same on-site energy ε, and Hamiltonian element t between them. Call the first the device and the second a one-function lead. An eigenstate with coefficients c₁, c₂ obeys Hc = ESc, or row by row

(E − ε)c₁ − (t − Es)c₂ = 0
(E − ε)c₂ − (t − Es)c₁ = 0.

The second row gives c₂ = (t − Es)c₁/(E − ε). Put into the first row, this leaves an equation for the device alone:

[E − ε − Σ(E)]c₁ = 0, Σ(E) = (t − Es)²/(E − ε).

The coupling is t − Es, because the overlap multiplies E in the same off-diagonal place where t stands. Solving E − ε = ±(t − Es) gives

E = (ε ± t)/(1 ± s),

the eigenvalues of the two-function problem. Using t alone in Σ would give ε ± t instead.

The energy zero shows why t alone cannot be physical. Adding a constant Δ to the potential adds Δ⟨i|j⟩ to each element, so H → H + ΔS and E → E + Δ. Then t − Es → t + Δs − (E + Δ)s = t − Es. The combination is unchanged, whereas t by itself becomes t + Δs.

**2. Eliminating a lead**

Hartree atomic units are used, so ħ = 1, and all results are per spin. The model is one-electron and coherent. The basis functions φ_j are fixed in time, H is Hermitian and static, and S is positive definite with eigenvalues bounded away from zero. Writing ψ = Σ_j c_j φ_j and projecting the Schrödinger equation on each φ_i gives

iS dc/dt = Hc.

The norm is c†Sc. It is conserved, since S dc/dt = −iHc and its adjoint give d(c†Sc)/dt = ic†Hc − ic†Hc = 0.

Divide the basis into a device D and leads L and R, with no element of H or S directly between L and R. If such elements exist, the device must be enlarged until they vanish. For X = L or R define

K_DX(z) = H_DX − zS_DX, K_XD(z) = H_XD − zS_XD.

The resolvent 𝒢 = (zS − H)⁻¹ exists for Im z > 0. The D and X rows of (zS − H)𝒢 = 1, in the columns belonging to D, read

(zS_DD − H_DD)𝒢_DD − Σ_X K_DX 𝒢_XD = 1
(zS_XX − H_XX)𝒢_XD − K_XD 𝒢_DD = 0,

where Σ_X in the first line is a sum over leads. With g_X = (zS_XX − H_XX)⁻¹ the second row gives 𝒢_XD = g_X K_XD 𝒢_DD. Substitution yields, for G = 𝒢_DD,

G = (zS_DD − H_DD − Σ_L − Σ_R)⁻¹
Σ_X(z) = K_DX(z) g_X(z) K_XD(z),

where Σ_L, Σ_R and Σ_X(z) now denote self-energies. Three points matter in code.

First, both factors contain the same z. The adjoint of K_DX(z) is H_XD − z*S_XD, which differs from K_XD(z) when z is complex. Forming the right factor by conjugate transposition is therefore correct at real energy but wrong at finite Im z.

Second, all blocks of H, and the energy z, must refer to one energy zero. If lead and device matrices come from separate calculations whose potentials differ by a constant Δ, one set must be shifted by ΔS, including its off-diagonal elements.

Third, Σ_X need not decay at large |z|. For finite matrices g_X → S_XX⁻¹/z and K → −zS, so Σ_X grows as zS_DX S_XX⁻¹ S_XD.

**3. Flux through a contact**

Transmission needs a current, and with overlap the charge belonging to R is not uniquely defined. Start with N_R = c_R†S_RR c_R. The R row of the time-dependent equation, solved for S_RR dc_R/dt, is

S_RR dc_R/dt = −i[H_RR c_R + H_RD c_D − iS_RD dc_D/dt].

Now dN_R/dt = 2 Re(c_R†S_RR dc_R/dt), and 2 Re(−ix) = 2 Im x. The term c_R†H_RR c_R is real and drops out, leaving

dN_R/dt = 2 Im[c_R†(H_RD c_D − S_RD i dc_D/dt)].

At a single energy i dc_D/dt = Ec_D, so the flux into R is

J = 2 Im[c_R†K_RD(E)c_D].

For an infinite stationary wave N_R itself is infinite, and J is read as the flux through the contact, which R carries away to infinity. Counting some fraction of the overlap population 2 Re(c_R†S_RD c_D) as part of R would add the time derivative of that quantity. In a stationary state the phases of c_R* and c_D cancel, so this derivative is zero and the steady current does not depend on the choice.

If no wave comes in from R, then c_R = g_R K_RD c_D. At real E, taken as the limit from above, K_RD† = K_DR, so

J = 2 Im[c_D†K_DR g_R†K_RD c_D] = 2 Im[c_D†Σ_R†c_D].

Define Γ_X = i(Σ_X − Σ_X†). Then Σ_X† = A_X + iΓ_X/2 with A_X = (Σ_X + Σ_X†)/2 Hermitian. The A part gives a real number, and

J = c_D†Γ_R c_D.

**4. The transmission formula**

Treat L first as a long finite lead, with isolated states

H_LL u_n = E_n S_LL u_n, u_m†S_LL u_n = δ_mn, Σ_n u_n u_n† = S_LL⁻¹.

These give g_L = Σ_n u_n u_n†/(z − E_n), because applying zS_LL − H_LL to the sum gives S_LL Σ_n u_n u_n† = 1. The lead length is taken to infinity before Im z → 0. Since i[1/(x + i0) − 1/(x − i0)] = 2πδ(x),

i(g_L − g_L†) = 2π Σ_n δ(E − E_n)u_n u_n†.

Multiplying by K_DL on the left and K_LD on the right gives

Γ_L = 2π Σ_n δ(E − E_n)K_DL u_n u_n†K_LD,

which has no negative eigenvalue. The same holds for R.

For a wave arriving in u_n, the L row gives c_L = u_n + g_L K_LD c_D. The device row, (ES_DD − H_DD)c_D − K_DL c_L − K_DR c_R = 0, then becomes

(ES_DD − H_DD − Σ_L − Σ_R)c_D = K_DL u_n, so c_D = G K_DL u_n.

The flux of this state is

J_n = u_n†K_LD G†Γ_R G K_DL u_n = Tr[Γ_R G K_DL u_n u_n†K_LD G†].

The scattering state evolves from a packet of states u_n far inside L. Its norm is conserved, so it carries the occupation f_L(E_n) of the incoming state. The particle current started from L is therefore

Σ_n f_L(E_n)J_n = ∫ (dE/2π) f_L(E) T(E), T(E) = Tr[Γ_R G Γ_L G†].

The labels L and R may be exchanged. With Γ = Γ_L + Γ_R, the inverse of G satisfies G⁻¹ − (G†)⁻¹ = iΓ, hence

G − G† = −iGΓG† = −iG†ΓG.

Multiply GΓG† = G†ΓG by Γ_L and take the trace. The parts with two factors Γ_L are equal by cyclic permutation, which leaves

T(E) = Tr[Γ_L G Γ_R G†] = Tr[Γ_R G Γ_L G†].

With both leads occupied, the net particle current is ∫(dE/2π)(f_L − f_R)T. Overlap enters the trace through S_DD in G, S_XX in g_X, and S_DX in K; no further overlap matrix is inserted.

**5. The distorted band of a chain**

Consider an infinite chain with lattice spacing 1, one real function per site, on-site energy ε, nearest-neighbour hopping t and nearest-neighbour overlap s. Each row of (ES − H)c = 0 is

(E − ε)c_j − τ(E)(c_{j−1} + c_{j+1}) = 0, τ(E) = t − Es.

Setting c_j = e^{ikj} gives E − ε = 2(t − Es)cos k. Collecting the terms in E,

E(k) = (ε + 2t cos k)/S(k), S(k) = 1 + 2s cos k.

S(k) is the eigenvalue of the overlap matrix, so the basis is acceptable for |s| < 1/2. Subtracting ε = εS(k)/S(k) gives a more telling form:

E(k) = ε + 2τ₀ cos k/S(k), τ₀ = t − εs.

The quantity τ₀ is the hopping measured with the energy zero at ε. If t = εs the band is flat, however large t is. From here on τ₀ ≠ 0.

Differentiating, and using (−sin k · S + cos k · 2s sin k)/S² = −sin k/S²,

dE/dk = −2τ₀ sin k/S(k)².

The band is thus monotonic between k = 0 and k = π, and its edges are

E(0) = ε + 2τ₀/(1 + 2s), E(π) = ε − 2τ₀/(1 − 2s).

Their separation is

W = 2|τ₀|[1/(1 + 2s) + 1/(1 − 2s)] = 4|τ₀|/(1 − 4s²).

For s > 0 the k = 0 edge is drawn towards ε and the k = π edge pushed away, relative to an orthogonal chain with hopping τ₀. At an edge sin k = 0, so the second derivative is −2τ₀ cos k/S²:

E″(0) = −2τ₀/(1 + 2s)², E″(π) = 2τ₀/(1 − 2s)².

The origin of the asymmetry is visible for small s at fixed τ₀. Expanding 1/S ≈ 1 − 2s cos k and using 2cos²k = 1 + cos 2k,

E(k) ≈ ε − 2sτ₀ + 2τ₀ cos k − 2sτ₀ cos 2k.

To first order, overlap acts like a second-neighbour hopping −sτ₀ together with a rigid shift −2sτ₀.

The mean energy over k can be found for any allowed s. For s ≠ 0, 2cos k/S = (1 − 1/S)/s, so the mean of 1/S is needed. Write 2s = 2r/(1 + r²) with |r| < 1. Then

1/S = (1 + r²)/(1 + 2r cos k + r²) = [(1 + r²)/(1 − r²)] Re[(1 − w)/(1 + w)], w = re^{ik}.

The series (1 − w)/(1 + w) = 1 − 2w + 2w² − … has mean 1 over k. Since 1 − 4s² = (1 − r²)²/(1 + r²)², the mean of 1/S is 1/√(1 − 4s²), and

mean E = ε + (τ₀/s)[1 − 1/√(1 − 4s²)].

**6. Self-energy of the chain**

Let a semi-infinite chain be the lead. Removing its first site leaves an identical chain, attached through τ(z). Hence g = 1/(z − ε − τ²g). For a device attached through the same τ, Σ = τ²g, and with a = z − ε

Σ = τ²/(a − Σ), or Σ² − aΣ + τ² = 0.

The first lead amplitude is c₁ = gτc₀ = (Σ/τ)c₀, and the same ratio holds from each site to the next. For Im z > 0 the response must decay, so |Σ/τ| < 1. The two roots have product τ², so the root of smaller modulus is the right one. At a real energy inside the band both roots have modulus |τ| and this rule fails; there Γ ≥ 0 selects

Σ = [a − i√(4τ² − a²)]/2, Γ = √(4τ² − a²).

Outside the band Σ = [a − sgn(a)√(a² − 4τ²)]/2 is real and Γ = 0.

To connect Γ with the band, insert E(k) into τ:

τ = t − εs − s(E − ε) = τ₀ − 2sτ₀ cos k/S = τ₀/S(k).

Since a = 2τ cos k,

Γ = 2|τ sin k| = 2|τ₀ sin k|/S(k) = S(k)|dE/dk|.

A Bloch wave with unit coefficients has norm S(k) per site. In this chain Γ is therefore norm density times group speed, which is the flux of that wave.

For a lead with several functions per cell, let H₀, S₀ be the cell matrices and H₁, S₁ the blocks from a cell to its right neighbour. The same removal argument for a right lead, with the device ending in an identical cell, gives

B = H₁ − zS₁, B′ = H₁† − zS₁†
g = (zS₀ − H₀ − BgB′)⁻¹, Σ_R = BgB′.

The left lead follows by exchanging B and B′.

**7. Numbers for one chain**

Choose the round model parameters ε = −0.30 hartree, t = −0.10 hartree and s = 0.20. Then

τ₀ = −0.10 − (−0.30)(0.20) = −0.04 hartree
E(0) = −0.30 − 0.08/1.4 = −0.3571 hartree
E(π) = −0.30 + 0.08/0.6 = −0.1667 hartree
W = 0.16/0.84 = 0.1905 hartree = 5.18 eV.

An orthogonal chain with the same ε and t runs from −0.50 to −0.10 hartree, a width of 0.40 hartree. Two effects separate the widths: replacing t by τ₀ reduces 0.40 to 0.16 hartree, and the factor 1/(1 − 4s²) raises this to 0.1905 hartree. The first effect depends on the energy zero, since t shifts by Δs: with the zero placed at ε, t equals τ₀ and only the widening from 0.16 to 0.1905 hartree remains.

The bottom lies 0.0571 hartree below ε and the top 0.1333 hartree above it. The curvatures are 0.0408 hartree at k = 0 and −0.2222 hartree at k = π, a ratio of 5.44 in magnitude. The mean energy is −0.2818 hartree, so the band centre of gravity lies above ε.

Take k = 2π/3, where S = 0.8 and E = −0.30 + 0.04/0.8 = −0.25 hartree. The coupling and self-energy are

τ = −0.10 + 0.25 × 0.20 = −0.05 hartree
Γ = √(4 × 0.05² − 0.05²) = 0.0866 hartree
Σ = 0.0250 − 0.0433i hartree.

The group speed is Γ/S = 0.1083 in atomic units.

Now let one site be the device and raise its on-site energy by U, leaving its contacts unchanged. This is a model choice: a real local potential would also alter H_DX. Since 2Σ = a − iΓ,

G = 1/(a − U − 2Σ) = 1/(−U + iΓ), T = Γ²/(Γ² + U²).

For U = 0 the chain is perfect and T = 1 inside the band. For U ≠ 0, T falls to zero at the band edges, where Γ vanishes. With U = 0.05 hartree at the chosen energy, T = 0.0075/(0.0075 + 0.0025) = 0.75.

Next change the right contact of this shifted site to hopping −0.07 hartree and overlap 0.10. Its coupling is K_R = −0.07 + 0.025 = −0.045 hartree, so Σ_R = (0.045/0.05)²Σ = 0.81Σ. Here a = U, which leaves G = −1/(1.81Σ). With |Σ|² = τ² = 0.0025,

T = 0.81 × 0.0075/(1.81² × 0.0025) = 0.742.

**8. What omitted contact overlap does**

Return to the perfect chain at the same energy. Keep the correct g, but use only the Hamiltonian element h in the two contacts. Each self-energy becomes rΣ with r = (h/τ)², so G⁻¹ = a − 2rΣ = a(1 − r) + irΓ and

T_h = r²Γ²/[a²(1 − r)² + r²Γ²].

With the original energy zero, h = −0.10 hartree and r = 4, giving T_h = 0.842. Adding Δ = 0.3 hartree to all energies (H → H + ΔS, which lowers the energy zero to the on-site level) makes h = t + Δs = −0.04 hartree and r = 0.64, giving 0.905. For Δ = 0.5 hartree, h = 0 and T_h = 0. The physical system is the same in all three cases, and the full coupling gives T = 1 in each.

The same distinction appears in time. Take 1000 sites numbered from 0, with the shifted site and its modified right contact at site 500. Start a packet with coefficients proportional to exp[−(j − 300)²/(4 × 30²) + 2πij/3], normalized by c†Sc = 1. Diagonalizing Hc = ESc numerically gives its evolution. After 3695 atomic units of time, twice the travel time from site 300 to site 500 at the group speed above, the norm c_R†S_RR c_R to the right of the device is 0.7417.

The stationary counterpart is an average of T(E(k)) with weights |c̃(k)|²S(k), normalized to sum to one, where c̃ is the discrete Fourier transform of the initial coefficients. The factor S(k) enters because the quantity measured on the right is the norm c†Sc, and the Bloch component k carries norm in proportion to |c̃(k)|²S(k). For a packet this narrow in k, leaving the factor out does not change the digits quoted here. This average is also 0.7417. Omitting overlap from the contacts, with the original energy zero, changes it to 0.662.
